# Embedded-atom heat flux and site-energy balance in a copper cluster

## The problem

An isolated cluster of $N$ identical classical atoms of mass $m$ has the site energies

$$e_i=\tfrac12 m v_i^2+F(\rho_i)+\tfrac12\sum_{j\ne i}\phi(r_{ij}),\qquad \rho_i=\sum_{j\ne i}f(r_{ij}).$$

Here $\phi$ is a pair energy, $f$ is the density that one atom contributes at another, and $F$ is the embedding function. The convention is $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, with length $r_{ij}$ and unit vector $\mathbf u_{ij}$ pointing from $j$ to $i$. A prime denotes the derivative of a function with respect to its own argument, and $F'_i$ means $F'(\rho_i)$. The functions are smooth enough for the forces to be continuous, and every $\rho_i$ is positive.

The volume $V$ times the energy flux $\mathbf J$ is defined by

$$V\mathbf J=\frac{d}{dt}\sum_i\mathbf r_i e_i .$$

1. Find the force on atom $i$.
2. Write $de_i/dt$ as a sum of powers $P_{ij}$ passed from atom $j$ to atom $i$, with $P_{ji}=-P_{ij}$.
3. Find $V\mathbf J$ in terms of pair vectors, and say when it is a heat flux.
4. The usual pair-force virial contains the average $\tfrac12(F'_i+F'_j)$. Decide whether this average may be used in the flux.
5. Check the balance on a displaced 19-atom copper cluster.

For part 5, take $F(\rho)=-\xi\sqrt\rho$ and

$$f(r)=e^{-2q(r/r_0-1)}w(r),\qquad \phi(r)=2A\,e^{-p(r/r_0-1)}w(r),$$

with $p=11$, $q=2.3$ and $r_0=a/\sqrt2$, the nearest-neighbour distance. The factor $w$ is 1 below 0.60 nm and 0 above 0.70 nm. In between, $w=1-10x^3+15x^4-6x^5$, where $x$ runs from 0 to 1. Its first two derivatives vanish at both ends. The lattice constant $a=0.36$ nm and the cohesive energy 3.5 eV per atom are rough copper values.

## Hints

**Hint 1.** Moving atom $i$ changes its own density and also the density at each neighbour. How many embedding derivatives does each pair then contribute to the force?

**Hint 2.** The potential part of $e_i$ contains one density, $\rho_i$. Use $dr_{ij}/dt=\mathbf u_{ij}\cdot(\mathbf v_i-\mathbf v_j)$, add the kinetic power, and look for a cancellation in the terms with $\mathbf v_i$.

**Hint 3.** An antisymmetric $P_{ij}$ turns absolute positions into differences of positions. Then exchange the names $i$ and $j$ in half of the double sum.

**Hint 4.** Conservation of the total energy is a weaker condition than the correct balance at each site.

## Full solution

### 1. The force

The total potential energy is

$$U=\sum_k F(\rho_k)+\tfrac12\sum_k\sum_{l\ne k}\phi(r_{kl}).$$

Since $\partial r_{ij}/\partial\mathbf r_i=\mathbf u_{ij}$, the densities change according to

$$\frac{\partial\rho_i}{\partial\mathbf r_i}=\sum_{j\ne i}f'(r_{ij})\mathbf u_{ij},\qquad
\frac{\partial\rho_j}{\partial\mathbf r_i}=f'(r_{ij})\mathbf u_{ij}\quad(j\ne i).$$

The first gives the terms with $F'_i$, the second those with $F'_j$. Each pair energy occurs twice in the double sum, which cancels the factor $\tfrac12$. The force is therefore

$$\mathbf F_i=-\frac{\partial U}{\partial\mathbf r_i}=-\sum_{j\ne i}\left[\phi'+(F'_i+F'_j)f'\right]\mathbf u_{ij},$$

where $\phi'$ and $f'$ are taken at $r_{ij}$.

### 2. The site-energy balance

The kinetic part of $e_i$ changes at the rate $m\mathbf v_i\cdot\dot{\mathbf v}_i=\mathbf v_i\cdot\mathbf F_i$. The potential part changes at the rate

$$\sum_{j\ne i}\left(\tfrac12\phi'+F'_if'\right)\mathbf u_{ij}\cdot(\mathbf v_i-\mathbf v_j).$$

In the sum of the two, the coefficient of $\mathbf u_{ij}\cdot\mathbf v_i$ is

$$-\phi'-(F'_i+F'_j)f'+\tfrac12\phi'+F'_if'=-\left(\tfrac12\phi'+F'_jf'\right).$$

The atom's own embedding derivative has cancelled. The coefficient of $\mathbf u_{ij}\cdot\mathbf v_j$ comes from the potential part alone and is $-(\tfrac12\phi'+F'_if')$. With the abbreviation

$$g_{ij}=\tfrac12\phi'(r_{ij})+F'(\rho_j)f'(r_{ij}),$$

whose second index names the atom that supplies $F'$, the balance reads

$$\frac{de_i}{dt}=\sum_{j\ne i}P_{ij},\qquad
P_{ij}=-\left[g_{ij}\,\mathbf u_{ij}\cdot\mathbf v_i+g_{ji}\,\mathbf u_{ij}\cdot\mathbf v_j\right].$$

Exchanging $i$ and $j$ swaps the two products in the bracket and reverses $\mathbf u_{ij}$. Hence $P_{ji}=-P_{ij}$: what one atom gains from the pair, the other loses. Summing over all sites gives $dE/dt=0$ for the total energy $E$.

The cancellation has a physical reading. When atom $i$ moves, it works against the embedding energies of its neighbours as well as its own. The work on its own embedding energy stays within $e_i$, moving between kinetic and potential parts. The work on the embedding energy of $j$ leaves the site, and its size is set by $F'_j$.

### 3. The flux

The product rule gives

$$V\mathbf J=\sum_i\mathbf v_ie_i+\sum_i\sum_{j\ne i}\mathbf r_iP_{ij}.$$

Take half of the last sum as it stands. In the other half exchange the names $i$ and $j$ and use $P_{ji}=-P_{ij}$. The result is

$$\sum_i\sum_{j\ne i}\mathbf r_iP_{ij}=\tfrac12\sum_i\sum_{j\ne i}(\mathbf r_i-\mathbf r_j)P_{ij}=\tfrac12\sum_i\sum_{j\ne i}\mathbf r_{ij}P_{ij}.$$

Inserting $P_{ij}$ produces two terms:

$$-\tfrac12\sum_i\sum_{j\ne i}\mathbf r_{ij}\,g_{ij}\,\mathbf u_{ij}\cdot\mathbf v_i
-\tfrac12\sum_i\sum_{j\ne i}\mathbf r_{ij}\,g_{ji}\,\mathbf u_{ij}\cdot\mathbf v_j .$$

Exchange the names in the second term. Both $\mathbf r_{ij}$ and $\mathbf u_{ij}$ change sign, so their product does not, and the second term equals the first. Therefore

$$\boxed{V\mathbf J=\sum_i\mathbf v_ie_i-\sum_i\sum_{j\ne i}\mathbf r_{ij}\left[\tfrac12\phi'(r_{ij})+F'(\rho_j)f'(r_{ij})\right](\mathbf u_{ij}\cdot\mathbf v_i)}$$

The first sum is energy carried by moving atoms, the convective part. The second is energy handed over between atoms, the transfer part. Moving the origin by a constant vector adds that vector times $E$ to $\sum_i\mathbf r_ie_i$. Since $E$ is conserved, the flux does not change.

A heat flux is the energy flux minus the enthalpy carried by the flow of matter. For one species this correction is $h\sum_i\mathbf v_i$, with $h$ the enthalpy per atom. It vanishes when the total momentum is zero, and energy flux and heat flux then coincide. Under the same condition, adding a constant $c$ to every site energy adds $c\sum_i\mathbf v_i=0$, so the zero of energy is immaterial.

The formula belongs to the stated site energy. If a pair energy were divided unequally between its two atoms, $\sum_i\mathbf r_ie_i$ would be a different function, with a different instantaneous derivative.

### 4. The averaged weight

Replacing $F'_j$ by $\tfrac12(F'_i+F'_j)$ changes the flux by

$$\Delta=-\tfrac12\sum_i\sum_{j\ne i}\mathbf r_{ij}(F'_i-F'_j)f'\,(\mathbf u_{ij}\cdot\mathbf v_i).$$

In general this is not zero, so the average may not be used. Using the atom's own $F'_i$ makes the change $2\Delta$, because the difference of weights is then $F'_i-F'_j$ without the half.

Two limits show where the error hides. If all sites have the same density, $\Delta=0$. If all atoms share one velocity $\mathbf v$, then $\mathbf r_{ij}(\mathbf u_{ij}\cdot\mathbf v)$ is unchanged by exchanging $i$ and $j$ while $F'_i-F'_j$ changes sign, and the sum again vanishes. A uniformly moving cluster therefore cannot reveal the error.

Nor can conservation of energy. The averaged weight corresponds to the pair power

$$P^{\rm av}_{ij}=-\tfrac12(g_{ij}+g_{ji})\,\mathbf u_{ij}\cdot(\mathbf v_i+\mathbf v_j),$$

which is also antisymmetric. It conserves the total but assigns the wrong rates to the sites.

In a bulk crystal with one atom per primitive cell, such as copper, $F'_i-F'_j$ is of first order in the atomic displacements, so $\Delta$ is of the form displacement times velocity. The correct flux has the same leading order: its terms with undisplaced atoms are a constant matrix acting on $\sum_i\mathbf v_i=0$. Small vibrations thus give no general reason to neglect $\Delta$. Its numerical size in bulk is not computed here.

### 5. The copper cluster

**Potential.** The constants $A$ and $\xi$ follow from two conditions on the perfect crystal. With sums over all neighbours of one atom, these are

$$\tfrac12\sum\phi-\xi\sqrt{\rho}=-3.5\ \text{eV},\qquad
\tfrac12\sum r\phi'-\frac{\xi}{2\sqrt\rho}\sum rf'=0 .$$

The second condition says that a uniform stretch does not change the energy to first order, which means zero pressure. Both equations are linear in $A$ and $\xi$. They give $A=0.0854$ eV and $\xi=1.214$ eV. The bulk modulus comes out as 142 GPa, beside a rough copper value of 140 GPa. It does not enter the two conditions, but it depends strongly on the given exponents $p$ and $q$, so the agreement reflects their choice and is not an independent prediction.

**Configuration.** The cluster is a piece of the fcc lattice: a centre, its 12 first neighbours and its 6 second neighbours. Each coordinate is displaced at random with a standard deviation of 0.007 nm. For comparison, an atom held by the bulk stiffness of this model, with its neighbours fixed, has a classical thermal spread of 0.0058 nm at 300 K. The velocities are random, have zero sum, and are scaled to a kinetic temperature of 300 K.

**One pair by hand.** Let 0 be the centre and 1 a first neighbour, at distance 0.26275 nm. The derivatives are $\phi'=-5.181$ eV/nm and $f'=-15.584$ nm$^{-1}$. For this embedding function $F'=-\xi/(2\sqrt\rho)$. At the centre $\rho_0=13.222$, so

$$F'_0=-\frac{1.21381}{2\sqrt{13.2218}}=-0.1669\ \text{eV}.$$

The neighbour has fewer atoms around it, with $\rho_1=7.250$ and $F'_1=-0.2254$ eV. The two weights are

$$g_{01}=-2.5905+(-0.2254)(-15.584)=0.922\ \text{eV/nm},$$

$$g_{10}=-2.5905+(-0.16691)(-15.584)=0.011\ \text{eV/nm}.$$

In the second, repulsion and embedding nearly cancel. The velocity components along the pair are $\mathbf u_{01}\cdot\mathbf v_0=0.3286$ nm/ps and $\mathbf u_{01}\cdot\mathbf v_1=-0.0582$ nm/ps. The power from atom 1 to atom 0 is

$$P_{01}=-\left[0.9221\times0.3286+0.0106\times(-0.0582)\right]=-0.302\ \text{eV/ps}.$$

The minus sign means that the centre is losing energy to this neighbour. The averaged weight would be 0.466 eV/nm for both atoms, and the power would become $-0.466\times(0.3286-0.0582)=-0.126$ eV/ps, less than half the correct size.

**The sites.** The rates from $\sum_jP_{ij}$ can be compared with a direct calculation. The cluster is moved a short time forward and backward, with accelerations from numerical differences of the total potential energy, and the site energies are subtracted.

| Site | $\rho_i$ | $\sum_jP_{ij}$ (eV/ps) | Direct (eV/ps) |
|---|---:|---:|---:|
| centre | 13.222 | −1.82664 | −1.82664 |
| first shell | 7.250 | −0.46495 | −0.46495 |
| second shell | 4.072 | −0.78704 | −0.78704 |

Over all 19 sites the largest mismatch is $1.3\times10^{-7}$ eV/ps, while the largest rate is 1.83 eV/ps. The three sites in the table all lose energy at this instant. Others gain it, since the sum over all sites is zero to rounding.

**The flux.** In eV nm/ps, the two parts and their sum are

$$\begin{aligned}
\text{convective}&=(-0.410,\,-0.234,\,-0.036),\\
\text{transfer}&=(-0.514,\ \ 0.383,\,-0.722),\\
V\mathbf J&=(-0.925,\ \ 0.149,\,-0.757).
\end{aligned}$$

The magnitude is 1.204 eV nm/ps. The derivative of $\sum_i\mathbf r_ie_i$, taken directly from the motion, differs from the formula by $5.8\times10^{-8}$ eV nm/ps. The convective part is not small here. The site energies differ widely, for example −3.2 eV at the centre and −2.1 eV at the second-shell site in the table, so $\sum_i\mathbf v_ie_i$ does not vanish with $\sum_i\mathbf v_i$.

The other weights give the following errors, each the length of the difference vector, also stated relative to 1.204 eV nm/ps.

| Embedding weight | Error (eV nm/ps) | Relative |
|---|---:|---:|
| average of both | 0.235 | 20% |
| atom's own | 0.470 | 39% |
| none in the transfer part | 1.326 | 110% |

The second error is twice the first, as derived in part 4. The densities in this cluster differ by more than a factor of three, so these percentages should not be carried over to bulk copper.

Dividing by a volume requires a convention, because a cluster has no sharp boundary. With the bulk volume per atom, $V=0.222$ nm$^3$ and $|\mathbf J|=8.7\times10^{11}$ W/m$^2$. This is an instantaneous fluctuation in a very small volume, not a flux that could be maintained.

**A finite time.** Integrating the definition gives

$$\int_0^\tau V\mathbf J\,dt=\Big[\sum_i\mathbf r_ie_i\Big]_0^\tau .$$

Newton's equations were followed for $\tau=0.1$ ps. Both sides equal $(-0.02812,-0.02848,-0.05410)$ eV nm, with a mismatch of $1.2\times10^{-12}$ eV nm. The averaged weight misses by 0.019 eV nm, about 29% of the length of this vector. Its error has not averaged out over this run. The run covers only a third to a half of a typical vibration period (the cluster's modes have a median frequency near 21 rad/ps, the bulk Einstein frequency is 34 rad/ps), however, so it does not show how the error behaves in a long average.

**Cutoff.** The cutoff was moved outward with positions and velocities held fixed and $A$ and $\xi$ refitted. Moving its end from 0.70 to 0.90 nm changes the flux by 0.0017 eV nm/ps, or 0.14%, and the bulk modulus by 1.4 GPa. Going on to 1.10 nm changes them by 0.00007 eV nm/ps and 0.01 GPa. The modulus does not approach its final value steadily: with $w$ falling from 1 to 0 between 0.65 and 0.75 nm, it is about 2.6 GPa higher than with the original cutoff. Its last digit in 142 GPa therefore depends on the cutoff; with the longest cutoffs it settles at 143.6 GPa. The fitted $\xi$ likewise moves from 1.214 to 1.212 eV.

**Beside real copper.** The model reproduces the rough bulk modulus of copper, but it contains no conduction electrons. The Wiedemann–Franz law estimates their heat conductivity as

$$\kappa_e=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\sigma T .$$

With a rough electrical conductivity $\sigma=6\times10^7$ S/m at 300 K this is 440 W/(m K). The lattice part, taken roughly as 10 W/(m K), is smaller by a factor of roughly 40; this input is uncertain by about a factor of two, and a value near 20 W/(m K) would make the factor about 20. The flux derived here can therefore address only the lattice contribution, not the total heat conduction of the metal, and even the lattice part lacks the scattering of phonons by conduction electrons. Classical motion is a milder approximation: an Einstein oscillator with the model's frequency of 34 rad/ps has 0.94 of the classical heat capacity at 300 K. Finally, the cluster was cut from the crystal without relaxation, and its kinetic temperature fluctuates strongly during the run, being 300 K at the start and 255 K at the end. It tests an identity valid for any configuration; it is not a sample of thermal equilibrium.

## Variation A: moving energy between $F$ and $\phi$

*Replace $F(\rho)$ by $F(\rho)+c\rho$ and $\phi(r)$ by $\phi(r)-2cf(r)$, with $c$ constant. What happens to the flux?*

The site energy changes by

$$c\rho_i-\tfrac12\sum_{j\ne i}2cf(r_{ij})=c\rho_i-c\rho_i=0 .$$

The flux must therefore stay the same. In the formula, $\tfrac12\phi'$ changes by $-cf'$ and $F'_jf'$ by $+cf'$, so $g_{ij}$ is indeed unchanged.

This shows why the embedding term cannot be dropped on the ground that the pair part is the main one. The division between the two parts is arbitrary, and a flux with $\tfrac12\phi'$ alone would depend on $c$. The 110% error in the table belongs to the particular division used there.

The same result settles the case of a linear embedding function, $F=c\rho$. All of it can be moved into an effective pair energy $\phi_{\rm eff}=\phi+2cf$, and then

$$g_{ij}=\tfrac12\phi'+cf'=\tfrac12\phi'_{\rm eff}.$$

This is the flux of a pair potential. Here $F'_i=F'_j=c$, so the average and own-site weights are also correct. The distinction between the weights comes from the curvature of $F$.

## Variation B: a periodic cell

*In a periodic simulation $\sum_i\mathbf r_ie_i$ jumps when an atom is returned to the cell. Which flux replaces its derivative, and why is an isolated cluster unsuitable for a conductivity?*

Use a wave $e^{-i\mathbf k\cdot\mathbf r}$ that has the period of the cell, and define $e_{\mathbf k}=\sum_ie_ie^{-i\mathbf k\cdot\mathbf r_i}$. In the exponents and in the factor $-i\mathbf k$, $i$ is the imaginary unit; as an index it still labels atoms. Let $j$ run over all interacting images. The antisymmetry of $P_{ij}$ gives

$$\dot e_{\mathbf k}=-i\mathbf k\cdot\sum_i\mathbf v_ie_ie^{-i\mathbf k\cdot\mathbf r_i}+\tfrac12\sum_{i,j}P_{ij}\left(e^{-i\mathbf k\cdot\mathbf r_i}-e^{-i\mathbf k\cdot\mathbf r_j}\right).$$

The difference of exponentials is an integral along the straight line from $j$ to $i$:

$$e^{-i\mathbf k\cdot\mathbf r_i}-e^{-i\mathbf k\cdot\mathbf r_j}=-i\mathbf k\cdot\mathbf r_{ij}\int_0^1e^{-i\mathbf k\cdot(\mathbf r_j+\lambda\mathbf r_{ij})}\,d\lambda .$$

Hence $\dot e_{\mathbf k}=-i\mathbf k\cdot\mathbf J_{\mathbf k}$, which is local energy conservation with the energy passed along straight lines. Setting $\mathbf k=0$ in $\mathbf J_{\mathbf k}$ gives

$$V\mathbf J=\sum_i\mathbf v_ie_i+\tfrac12\sum_{i,j}\mathbf r_{ij}P_{ij}.$$

This is the earlier result, with $\mathbf r_{ij}$ now the vector to the interacting image. No absolute position remains. For a cubic crystal of one species at zero total momentum this flux enters the Green–Kubo formula

$$\kappa=\frac{V}{3k_BT^2}\int_0^\infty\langle\mathbf J(0)\cdot\mathbf J(t)\rangle\,dt .$$

For an isolated cluster that stays bound and has zero total momentum, $V\mathbf J=\dot{\mathbf R}$ with $\mathbf R=\sum_i\mathbf r_ie_i$ bounded. The time integral up to $\tau$ is then proportional to

$$\langle\dot{\mathbf R}(0)\cdot\mathbf R(\tau)\rangle-\langle\dot{\mathbf R}(0)\cdot\mathbf R(0)\rangle .$$

The second average is half the time derivative of $\langle R^2\rangle$, which is zero in equilibrium. The first tends to $\langle\dot{\mathbf R}\rangle\cdot\langle\mathbf R\rangle=0$ if correlations decay. The integral vanishes because energy cannot travel indefinitely in a finite body. The cluster is suited to testing the flux, and the periodic cell to using it.

The main computed values are in the numerical output below.

## Calculated quantities

```
lattice constant (rough input): 0.36 nm; r0 = 0.2546 nm
cohesive energy (rough input): 3.5 eV/atom
exponents p, q: 11.0, 2.3
cutoff switched from 0.60 to 0.70 nm
fitted A = 0.08541 eV, xi = 1.21381 eV
bulk modulus: 142.3 GPa (rough copper 140 GPa)
mass: 63.5 u = 0.6581 eV ps^2/nm^2
atoms: 19; displacement spread 0.007 nm
kinetic temperature at start: 300.0 K
largest |sum of velocities|: 2.2e-16 nm/ps
PAIR 0 (centre) and 1 (first shell)
r = 0.26275 nm
phi' = -5.18090 eV/nm, f' = -15.58393 1/nm
F'_0 = -0.16691 eV, F'_1 = -0.22540 eV
phi'/2 + F'_1 f' = 0.92211 eV/nm
phi'/2 + F'_0 f' = 0.01062 eV/nm
u.v_0 = 0.32860, u.v_1 = -0.05822 nm/ps
power from 1 to 0: -0.30239 eV/ps
SITES: rho, F' (eV), e (eV), de/dt formula, motion (eV/ps)
site 0: 13.2218 -0.16691 -3.24387 -1.826641 -1.826642
site 1: 7.2501 -0.22540 -2.69112 -0.464946 -0.464946
site 18: 4.0718 -0.30076 -2.11485 -0.787037 -0.787037
largest site-rate mismatch: 1.3e-07 eV/ps
largest site rate: 1.8266 eV/ps
sum of all site rates: -2.2e-16 eV/ps
largest force mismatch: 3.3e-07 eV/nm
FLUX V J, components x y z in eV nm/ps
convective: -0.4101 -0.2336 -0.0357
transfer: -0.5144 0.3826 -0.7215
total, formula: -0.9246 0.1490 -0.7572
total, from motion: -0.9246 0.1490 -0.7572
size of V J: 1.2043; mismatch 5.8e-08
weight 'symmetrised': -0.7058 0.2295 -0.7264; error 0.2351
weight 'own site': -0.4870 0.3099 -0.6956; error 0.4703
weight 'none': 0.0879 -0.5777 -0.3035; error 1.3263
nominal volume: 0.2216 nm^3; |J| = 8.706e+11 W/m^2
RUN of 0.1 ps, energy moment in eV nm
moment change: -0.028122 -0.028478 -0.054100
integrated flux: -0.028122 -0.028478 -0.054100
mismatch: 1.2e-12; symmetrised weight: 1.92e-02
total-energy drift: 2.0e-12 eV
kinetic temperature at end: 255 K
CUTOFF END 0.70 to 0.90, then 0.90 to 1.10 nm
flux shifts: 0.00172, 0.00007 eV nm/ps
modulus shifts: 1.36, -0.01 GPa
NEGLECTED EFFECTS at 300 K
Einstein frequency: 34.12 rad/ps
thermal spread at that stiffness: 0.0058 nm
quantum/classical heat capacity: 0.939
electrical conductivity (rough input): 6e+07 S/m
electronic conductivity of heat: 440 W/(m K)
lattice part (rough input): 10 W/(m K); ratio 44
```
